# Silicon valleys under [001] strain and their angle-dependent acoustic coupling: a program that tests the result

```python
"""
Result under test (Herring-Vogt deformation potentials, six <100> valleys):
  static strain:  dE_n = Xi_d Tr(eps) + Xi_u n.eps.n
  phonon:         coupling = Xi_d qhat.e + Xi_u (n.qhat)(n.e)
                  (per unit wavenumber and unit displacement amplitude)
  isotropic medium: LA = Xi_d + Xi_u cos^2(theta),
                    TA = Xi_u sin(theta) cos(theta) in the (n, qhat) plane, 0 out of it
Symbols: n valley axis, eps strain tensor, qhat wave direction, e polarization,
theta angle between n and qhat, C11 C12 C44 cubic elastic constants.
A one-band lattice model with six valleys supplies the microscopic check.
Energies in eV unless a label says meV; elastic constants in GPa.
"""
import itertools
import numpy as np

IDENTITY = np.eye(3)
X_AXIS, Y_AXIS, Z_AXIS = IDENTITY

# ---------- symmetry: tensors invariant under the group of a z valley ----------
quarter_turn = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
mirror_x = np.diag([-1., 1, 1])
group = [np.linalg.matrix_power(quarter_turn, p) @ m
         for p in range(4) for m in (IDENTITY, mirror_x)]
averaged = []
for i, j in itertools.combinations_with_replacement(range(3), 2):
    basis = np.zeros((3, 3))
    basis[i, j] = basis[j, i] = 1.0
    averaged.append(sum(g @ basis @ g.T for g in group) / len(group))
n_constants = np.linalg.matrix_rank(np.array([a.ravel() for a in averaged]))
assert n_constants == 2
for a in averaged:
    assert np.allclose(a, a[0, 0] * IDENTITY
                       + (a[2, 2] - a[0, 0]) * np.outer(Z_AXIS, Z_AXIS))

# ---------- microscopic lattice model (simple cubic, lattice constant 1) ----------
HOPPING = {1: -0.8, 2: 0.25, 4: 0.1}      # eV, keyed by squared distance
bonds = np.array([d for d in itertools.product(range(-2, 3), repeat=3)
                  if sum(c * c for c in d) in HOPPING], float)
bond_length = np.linalg.norm(bonds, axis=1)
hop_unstrained = np.array([HOPPING[int(round(r * r))] for r in bond_length])


def hopping(vectors):
    """Hopping falls as the inverse square of the actual distance."""
    return hop_unstrained * (np.linalg.norm(vectors, axis=1) / bond_length) ** -2


def valley(axis, strain):
    """Relaxed valley minimum: (phase vector, energy) in the strained lattice."""
    t = hopping(bonds @ (IDENTITY + strain))
    kappa = 2.0 * np.array(axis, float)
    for _ in range(10):
        gradient = -(t * np.sin(bonds @ kappa)) @ bonds
        hessian = -(bonds.T * (t * np.cos(bonds @ kappa))) @ bonds
        kappa = kappa - np.linalg.solve(hessian, gradient)
    gradient = -(t * np.sin(bonds @ kappa)) @ bonds
    hessian = -(bonds.T * (t * np.cos(bonds @ kappa))) @ bonds
    assert np.linalg.norm(gradient) < 1e-11
    assert np.linalg.eigvalsh(hessian).min() > 0
    return kappa, t @ np.cos(bonds @ kappa)


def strain_slope(axis, strain, h=1e-4):
    """First-order energy response of a valley minimum to a strain."""
    return (valley(axis, h * strain)[1] - valley(axis, -h * strain)[1]) / (2 * h)


strain_zz = np.outer(Z_AXIS, Z_AXIS)
strain_xx = np.outer(X_AXIS, X_AXIS)
model_d = strain_slope(Z_AXIS, strain_xx)
model_u = strain_slope(Z_AXIS, strain_zz) - model_d

general_strain = np.array([[0.7, 0.4, -0.5], [0.4, -0.3, 0.6], [-0.5, 0.6, 0.9]])
six_axes = [s * a for a in IDENTITY for s in (1, -1)]
worst_static = 0.0
for axis in six_axes:
    for strain in (general_strain, strain_zz):
        predicted = model_d * np.trace(strain) + model_u * axis @ strain @ axis
        worst_static = max(worst_static, abs(strain_slope(axis, strain) - predicted))
assert worst_static < 1e-4      # finite-difference error is of order h^2
model_splitting = strain_slope(Z_AXIS, strain_zz) - strain_slope(X_AXIS, strain_zz)


def directions(theta, azimuth):
    """Wave direction, in-plane transverse and out-of-plane transverse vectors."""
    ct, st, ca, sa = np.cos(theta), np.sin(theta), np.cos(azimuth), np.sin(azimuth)
    return (np.array([st * ca, st * sa, ct]), np.array([ct * ca, ct * sa, -st]),
            np.array([-sa, ca, 0.0]))


k_valley = valley(Z_AXIS, np.zeros((3, 3)))[0]


def frozen_wave_coupling(qhat, polarization, q=0.002, amplitude=1e-3):
    """<k+q|H|k> for displacements amplitude*e*cos(q.R), per unit q and amplitude."""
    q_dot_d = q * bonds @ qhat
    bloch = np.exp(-1j * bonds @ (k_valley - 0.5 * q * qhat))
    element = 0.0
    phases = 2 * np.pi * np.arange(16) / 16
    for phase in phases:
        relative = amplitude * (np.cos(phase) - np.cos(phase - q_dot_d))
        t = hopping(bonds + np.outer(relative, polarization))
        element += np.exp(-1j * phase) * (bloch @ t) / len(phases)
    return element / (0.5j * amplitude * q)


assert 0 < -model_d / model_u < 1
node = np.arccos(np.sqrt(-model_d / model_u))
micro_rows = []
for theta in (0.0, node, np.pi / 4, np.pi / 3, np.pi / 2):
    qhat, e_in, e_out = directions(theta, 0.7)
    la, ta, ta_out = [frozen_wave_coupling(qhat, e) for e in (qhat, e_in, e_out)]
    la_law = model_d + model_u * np.cos(theta) ** 2
    ta_law = -model_u * np.sin(theta) * np.cos(theta)
    assert abs(la - la_law) < 1e-4 and abs(ta - ta_law) < 1e-4 and abs(ta_out) < 1e-4
    micro_rows.append((np.degrees(theta), abs(la), abs(la_law), abs(ta), abs(ta_law)))

# ---------- worked example: round parameters of roughly silicon's size ----------
XI_D, XI_U = 1.0, 9.0
C11, C12, C44 = 160.0, 60.0, 80.0
STRAIN = 0.01
xi_tensor = XI_D * IDENTITY + XI_U * np.outer(Z_AXIS, Z_AXIS)


def valley_shifts_mev(strain):
    """Shifts of the x, y and z valley pairs in meV."""
    return np.array([1e3 * (XI_D * np.trace(strain) + XI_U * a @ strain @ a)
                     for a in IDENTITY])


pure_strain = valley_shifts_mev(STRAIN * strain_zz)
assert np.isclose(pure_strain[2] - pure_strain[0], 1e3 * XI_U * STRAIN)
assert np.isclose(pure_strain.mean(), 1e3 * (XI_D + XI_U / 3) * STRAIN)

stiffness = C12 * np.ones((3, 3)) + (C11 - C12) * IDENTITY
unit_response = np.linalg.solve(stiffness, Z_AXIS)       # strain per GPa along z
stress = STRAIN / unit_response[2]
stress_strain = np.diag(stress * unit_response)
poisson = -stress_strain[0, 0] / stress_strain[2, 2]
pure_stress = valley_shifts_mev(stress_strain)
stress_splitting = pure_stress[2] - pure_stress[0]
assert np.isclose(poisson, C12 / (C11 + C12))
assert np.isclose(stress_splitting, 1e3 * XI_U * (1 + C12 / (C11 + C12)) * STRAIN)
assert np.isclose(stress_splitting, 1e3 * XI_U * stress / (C11 - C12))
assert np.isclose(pure_stress.mean(),
                  1e3 * (XI_D + XI_U / 3) * np.trace(stress_strain))


def elastic_tensor(c11, c12, c44):
    d = IDENTITY
    return (c12 * np.einsum('ij,kl->ijkl', d, d)
            + c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
            + (c11 - c12 - 2 * c44) * np.einsum('ip,jp,kp,lp->ijkl', d, d, d, d))


def mode_couplings(qhat, elastic):
    """|LA|, root-sum-square of both TA, and LA tilt from qhat, from true modes."""
    dynamical = np.einsum('ijkl,j,l->ik', elastic, qhat, qhat)
    modes = np.linalg.eigh(dynamical)[1]
    coupling = qhat @ xi_tensor @ modes
    tilt = np.degrees(np.arccos(min(1.0, abs(qhat @ modes[:, 2]))))
    return abs(coupling[2]), np.hypot(coupling[0], coupling[1]), tilt


cubic = elastic_tensor(C11, C12, C44)
isotropic = elastic_tensor(C11, C12, (C11 - C12) / 2)
angle_rows = []
for degrees in (0.0, 22.5, 45.0, 67.5, 90.0):
    theta = np.radians(degrees)
    qhat = directions(theta, 0.0)[0]
    la_law = XI_D + XI_U * np.cos(theta) ** 2
    ta_law = XI_U * np.sin(theta) * np.cos(theta)
    la_iso, ta_iso, _ = mode_couplings(qhat, isotropic)
    assert np.allclose([la_iso, ta_iso], [la_law, ta_law], atol=1e-9)
    la_cub, ta_cub, tilt = mode_couplings(qhat, cubic)
    alpha = 0.5 * np.arctan2((C12 + C44) * np.sin(2 * theta),
                             (C11 - C44) * np.cos(2 * theta))
    la_closed = XI_D * np.cos(alpha - theta) + XI_U * np.cos(theta) * np.cos(alpha)
    ta_closed = XI_D * np.sin(alpha - theta) + XI_U * np.cos(theta) * np.sin(alpha)
    assert np.allclose([la_cub, ta_cub], [abs(la_closed), abs(ta_closed)], atol=1e-9)
    if degrees in (0.0, 45.0, 90.0):
        assert np.allclose([la_cub, ta_cub], [la_law, ta_law], atol=1e-9)
    else:
        assert abs(ta_cub - ta_law) > 0.1
    total = XI_D ** 2 + (2 * XI_D * XI_U + XI_U ** 2) * np.cos(theta) ** 2
    assert np.isclose(la_cub ** 2 + ta_cub ** 2, total)
    angle_rows.append((degrees, la_law, ta_law, la_cub, ta_cub, tilt))

# the transverse law has its maximum Xi_u/2 at 45 degrees
scan = np.radians(np.linspace(0, 90, 181))
scan_ta = [mode_couplings(directions(t, 0.0)[0], isotropic)[1] for t in scan]
ta_peak_angle = np.degrees(scan[int(np.argmax(scan_ta))])
assert np.isclose(ta_peak_angle, 45.0) and np.isclose(max(scan_ta), XI_U / 2)


def sphere_average(elastic, n_polar):
    """Averages of LA^2 and of the summed TA^2 over all wave directions."""
    cosines, weights = np.polynomial.legendre.leggauss(n_polar)
    n_azimuth = 2 * n_polar
    result = np.zeros(2)
    for c, w in zip(cosines, weights):
        for m in range(n_azimuth):
            qhat = directions(np.arccos(c), 2 * np.pi * (m + 0.5) / n_azimuth)[0]
            la, ta, _ = mode_couplings(qhat, elastic)
            result += 0.5 * w / n_azimuth * np.array([la ** 2, ta ** 2])
    return result


average_iso = sphere_average(isotropic, 12)
average_cubic = sphere_average(cubic, 24)
assert np.allclose(average_iso, [XI_D ** 2 + 2 * XI_D * XI_U / 3 + XI_U ** 2 / 5,
                                 2 * XI_U ** 2 / 15])
assert np.allclose(average_cubic, sphere_average(cubic, 16), atol=5e-3)
assert np.isclose(average_cubic.sum(), average_iso.sum())

# ---------- output ----------
print("SYMMETRY")
print(f"independent constants of one valley: {n_constants}")
print("LATTICE MODEL (microscopic check)")
print(f"model Xi_d = {model_d:.4f} eV, model Xi_u = {model_u:.4f} eV")
print(f"[001] splitting per unit strain = {model_splitting:.4f} eV")
print(f"largest static deviation, six valleys = {worst_static:.1e} eV")
print(f"angle of the LA node = {np.degrees(node):.2f} deg")
print("theta(deg) |LA| direct, law; |TA| direct, law (eV)")
for row in micro_rows:
    print("{:6.2f}  {:.4f} {:.4f}  {:.4f} {:.4f}".format(*row))
print("WORKED EXAMPLE, inputs")
print(f"Xi_d = {XI_D:.1f} eV, Xi_u = {XI_U:.1f} eV")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"strain eps_zz = {STRAIN:.3f}")
print("UNIAXIAL STRAIN [001]")
print(f"z valleys shift  = {pure_strain[2]:.2f} meV")
print(f"x,y valleys shift = {pure_strain[0]:.2f} meV")
print(f"mean shift = {pure_strain.mean():.2f} meV")
print(f"splitting E_z - E_xy = {pure_strain[2] - pure_strain[0]:.2f} meV")
print("UNIAXIAL STRESS [001], same eps_zz")
print(f"contraction ratio nu = {poisson:.4f}")
print(f"lateral strain = {stress_strain[0, 0]:.6f}")
print(f"stress = {stress:.4f} GPa")
print(f"z valleys shift  = {pure_stress[2]:.2f} meV")
print(f"x,y valleys shift = {pure_stress[0]:.2f} meV")
print(f"mean shift = {pure_stress.mean():.2f} meV")
print(f"splitting E_z - E_xy = {stress_splitting:.2f} meV")
print("COUPLING OF A z VALLEY, q in the xz plane (eV)")
print("theta(deg)  LA iso, TA iso;  LA cubic, TA cubic;  LA tilt(deg)")
for row in angle_rows:
    print("{:5.1f}  {:.3f} {:.3f}  {:.3f} {:.3f}  {:.2f}".format(*row))
print(f"TA maximum (isotropic) = {max(scan_ta):.3f} eV at {ta_peak_angle:.1f} deg")
print("SPHERE AVERAGES OF THE SQUARED COUPLING (eV^2)")
print(f"isotropic: LA {average_iso[0]:.2f}, TA {average_iso[1]:.2f}")
print(f"cubic:     LA {average_cubic[0]:.2f}, TA {average_cubic[1]:.2f}")
print(f"sum of all modes: {average_cubic.sum():.2f}")
print("no test failed")
```

Output:

```
SYMMETRY
independent constants of one valley: 2
LATTICE MODEL (microscopic check)
model Xi_d = 2.3000 eV, model Xi_u = -2.7000 eV
[001] splitting per unit strain = -2.7000 eV
largest static deviation, six valleys = 4.1e-07 eV
angle of the LA node = 22.64 deg
theta(deg) |LA| direct, law; |TA| direct, law (eV)
  0.00  0.4000 0.4000  0.0000 0.0000
 22.64  0.0000 0.0000  0.9592 0.9592
 45.00  0.9500 0.9500  1.3500 1.3500
 60.00  1.6250 1.6250  1.1691 1.1691
 90.00  2.3000 2.3000  0.0000 0.0000
WORKED EXAMPLE, inputs
Xi_d = 1.0 eV, Xi_u = 9.0 eV
C11, C12, C44 = 160, 60, 80 GPa
strain eps_zz = 0.010
UNIAXIAL STRAIN [001]
z valleys shift  = 100.00 meV
x,y valleys shift = 10.00 meV
mean shift = 40.00 meV
splitting E_z - E_xy = 90.00 meV
UNIAXIAL STRESS [001], same eps_zz
contraction ratio nu = 0.2727
lateral strain = -0.002727
stress = 1.2727 GPa
z valleys shift  = 94.55 meV
x,y valleys shift = -20.00 meV
mean shift = 18.18 meV
splitting E_z - E_xy = 114.55 meV
COUPLING OF A z VALLEY, q in the xz plane (eV)
theta(deg)  LA iso, TA iso;  LA cubic, TA cubic;  LA tilt(deg)
  0.0  10.000 0.000  10.000 0.000  0.00
 22.5  8.682 3.182  8.183 4.306  7.63
 45.0  5.500 4.500  5.500 4.500  0.00
 67.5  2.318 3.182  2.720 2.846  7.63
 90.0  1.000 0.000  1.000 0.000  0.00
TA maximum (isotropic) = 4.500 eV at 45.0 deg
SPHERE AVERAGES OF THE SQUARED COUPLING (eV^2)
isotropic: LA 23.20, TA 10.80
cubic:     LA 21.96, TA 12.04
sum of all modes: 34.00
no test failed
```
